# Why σ·n turns one spinor harmonic into minus its partner, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry says about the coefficient

Anyone who writes a program for the Dirac equation in a central potential must decide which signs to put in front of the terms that couple the two radial functions. The angular parts of the upper and lower components are different spinor harmonics, and the operator \(\boldsymbol\sigma\cdot\mathbf n\) turns one into the other, up to a numerical factor. That factor enters both radial equations. If its sign is reversed in one of them, the kinetic energy of the nonrelativistic limit comes out with the wrong sign. If it is reversed in both, the energies survive, but the lower component is reversed relative to the upper one, and the electron's current flows backwards.

The definitions come first. Let \(\mathbf n=\mathbf r/r\) be the unit vector with polar angle \(\theta\) and azimuth \(\phi\), let \(\sigma_x,\sigma_y,\sigma_z\) be the Pauli matrices, and let \(\chi_\uparrow,\chi_\downarrow\) be the eigenvectors of \(\sigma_z\) with eigenvalues \(+1,-1\). Angular momenta are measured in units of \(\hbar\), so that \(\mathbf L=-i\,\mathbf r\times\nabla\), \(\mathbf S=\boldsymbol\sigma/2\) and \(\mathbf J=\mathbf L+\mathbf S\). A nonzero integer \(\kappa\) labels both the total and the orbital angular momentum:

\[
j=|\kappa|-\tfrac12,\qquad
l_\kappa=\begin{cases}\kappa, & \kappa>0,\\ -\kappa-1, & \kappa<0.\end{cases}
\]

For \(\kappa>0\) this means \(l_\kappa=j+\tfrac12\), and for \(\kappa<0\) it means \(l_\kappa=j-\tfrac12\). Thus \(\kappa=-1\) is \(s_{1/2}\), \(\kappa=1\) is \(p_{1/2}\), \(\kappa=-2\) is \(p_{3/2}\) and \(\kappa=2\) is \(d_{3/2}\). The spinor harmonics are

\[
\Omega_{\kappa m}(\mathbf n)=\sum_{s=\pm1/2}
\langle l_\kappa\,m-s,\tfrac12\,s|j\,m\rangle\,
Y_{l_\kappa,m-s}(\mathbf n)\,\chi_s ,
\qquad m=-j,\dots,j .
\]

Here \(\chi_{1/2}=\chi_\uparrow\) and \(\chi_{-1/2}=\chi_\downarrow\). The \(Y_{l\mu}\) and the Clebsch–Gordan coefficients have Condon–Shortley phases, and the orbital angular momentum is coupled first, the spin second. This order matters for the sign. The claim is that, for every \(\mathbf n\), \(\kappa\) and \(m\),

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}(\mathbf n)=-\Omega_{-\kappa,m}(\mathbf n).
\]

To see where the factor enters the Dirac equation, take the product rule for Pauli matrices,

\[
\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k ,
\]

in which repeated indices are summed. Multiply by \(n_ip_j\), where \(\mathbf p=-i\hbar\nabla\), keeping \(\mathbf n\) to the left of \(\mathbf p\):

\[
(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf p)
=\mathbf n\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf p)
=-i\hbar\,\partial_r+\frac{i\hbar}{r}\,\boldsymbol\sigma\cdot\mathbf L .
\]

The last form uses \(\mathbf n\cdot\nabla=\partial_r\) and \(\mathbf r\times\mathbf p=\hbar\mathbf L\). The same product rule gives

\[
(\boldsymbol\sigma\cdot\mathbf n)^2=n_in_j\delta_{ij}+i\epsilon_{ijk}n_in_j\sigma_k=1 ,
\]

because \(\mathbf n\) has unit length, and because \(n_in_j\) is symmetric in \(i,j\) while \(\epsilon_{ijk}\) is antisymmetric. Multiplication of the previous equation from the left by \(\boldsymbol\sigma\cdot\mathbf n\) therefore isolates \(\boldsymbol\sigma\cdot\mathbf p\):

\[
\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\boldsymbol\sigma\cdot\mathbf n
\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]

The spinor harmonics are eigenfunctions of \(\boldsymbol\sigma\cdot\mathbf L\). Since \(\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S\) and \(2\mathbf S=\boldsymbol\sigma\), the eigenvalue is \(j(j+1)-l(l+1)-\tfrac34\), with \(l=l_\kappa\). For \(\kappa<0\), where \(j=l+\tfrac12\), it is

\[
(l+\tfrac12)(l+\tfrac32)-l(l+1)-\tfrac34=l=-1-\kappa .
\]

For \(\kappa>0\), where \(j=l-\tfrac12\), it is

\[
(l-\tfrac12)(l+\tfrac12)-l(l+1)-\tfrac34=-l-1=-1-\kappa .
\]

One formula covers both cases: \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(1+\kappa)\Omega_{\kappa m}\). For any radial function \(g(r)\) it follows that

\[
\boldsymbol\sigma\cdot\mathbf p\;g\,\Omega_{\kappa m}
=-i\hbar\left(\frac{dg}{dr}+\frac{1+\kappa}{r}\,g\right)
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}.
\]

What remains to be known is the action of \(\boldsymbol\sigma\cdot\mathbf n\) on the angular function. This operator gives twice the spin component along the direction in which the electron is found. Three of its properties restrict the answer: it is a scalar under simultaneous rotations of position and spin, it is odd under inversion, and its square is one.

The scalar property is a statement about commutators. Written in components, \(L_i=-i\epsilon_{ikl}x_k\partial_l\), so

\[
[L_i,x_j]=-i\epsilon_{ikl}x_k\delta_{lj}=-i\epsilon_{ikj}x_k=i\epsilon_{ijk}x_k .
\]

The length \(r\) commutes with \(L_i\), because \(L_i\) acting on \(r\) gives \(-i\epsilon_{ikl}x_kx_l/r=0\). Division by \(r\) then gives \([L_i,n_j]=i\epsilon_{ijk}n_k\). For the spin, the product rule gives \([\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k\), hence \([S_i,\sigma_j]=i\epsilon_{ijk}\sigma_k\). Orbital operators commute with Pauli matrices and spin operators commute with \(\mathbf n\), so that

\[
[J_i,\sigma_jn_j]=\sigma_j[L_i,n_j]+[S_i,\sigma_j]n_j
=i\epsilon_{ijk}\left(\sigma_jn_k+\sigma_kn_j\right)=0 .
\]

The bracket is symmetric under exchange of \(j\) and \(k\), and \(\epsilon_{ijk}\) is antisymmetric, so the sum vanishes.

Neither part of \(\mathbf J\) achieves this alone. The orbital part by itself gives, for the \(z\) component,

\[
[L_z,\boldsymbol\sigma\cdot\mathbf n]=i(\sigma_xn_y-\sigma_yn_x),
\]

which is not zero. So \(\boldsymbol\sigma\cdot\mathbf n\) exchanges angular momentum between orbit and spin while conserving the total. It is also essential that \(\mathbf n\) is the direction on which the wave function depends. For a fixed direction \(\mathbf e\), such as that of an external field, \(\mathbf e\) commutes with \(\mathbf L\), and \([J_i,\boldsymbol\sigma\cdot\mathbf e]=i\epsilon_{ijk}e_j\sigma_k\) vanishes only for the component of \(\mathbf J\) along \(\mathbf e\). The result then fails at its first step.

Since \(\boldsymbol\sigma\cdot\mathbf n\) commutes with all \(J_i\), it commutes with \(\mathbf J^2\) and \(J_z\). The function \(\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}\) is therefore an eigenfunction of both, with the same \(j\) and \(m\) as \(\Omega_{\kappa m}\).

How many independent functions of this kind exist can be found by counting. For fixed \(l\geq1\), the product states \(Y_{l\mu}\chi_s\) with \(\mu+s=m\) number one if \(|m|=l+\tfrac12\), and two if \(|m|\leq l-\tfrac12\). The single state at the top, \(m=l+\tfrac12\), starts a multiplet with \(j=l+\tfrac12\), which takes one state at each \(m\). One state is left at each \(m\) with \(|m|\leq l-\tfrac12\), and these form one multiplet with \(j=l-\tfrac12\). For \(l=0\) there is just \(j=\tfrac12\). Read in the other direction, a given \(j\) arises from \(l=j-\tfrac12\) and from \(l=j+\tfrac12\), once from each. These two cases are the labels \(-|\kappa|\) and \(+|\kappa|\). Because the spherical harmonics form a complete set on the sphere, nothing else is available, and

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}
=d_{\kappa m}\,\Omega_{\kappa m}+c_{\kappa m}\,\Omega_{-\kappa,m}
\]

with two numbers \(d_{\kappa m}\) and \(c_{\kappa m}\).

Inversion removes the first. The function \(r^lY_{l\mu}\) is a homogeneous polynomial of degree \(l\) in \(x,y,z\), so \(Y_{l\mu}(-\mathbf n)=(-1)^lY_{l\mu}(\mathbf n)\). Both components of \(\Omega_{\kappa m}\) have the same \(l\), which gives

\[
\Omega_{\kappa m}(-\mathbf n)=(-1)^{l_\kappa}\,\Omega_{\kappa m}(\mathbf n).
\]

The Pauli matrices are unaffected by inversion, since spin is an axial vector, while \(\mathbf n\) changes sign. The left-hand side of the expansion thus acquires the factor \(-(-1)^{l_\kappa}\). On the right, the first term acquires \((-1)^{l_\kappa}\). The second acquires \((-1)^{l_{-\kappa}}\), which equals \(-(-1)^{l_\kappa}\), because \(l_\kappa\) and \(l_{-\kappa}\) differ by one. Spinor harmonics with different \(l\) are orthogonal, so the terms must match separately. The first can match only if \(d_{\kappa m}=-d_{\kappa m}\), that is, if \(d_{\kappa m}=0\).

The remaining coefficient does not depend on \(m\). The Clebsch–Gordan coefficients are built so that the ladder operators \(J_\pm=J_x\pm iJ_y\) act with positive roots,

\[
J_\pm\Omega_{\kappa m}=\sqrt{(j\mp m)(j\pm m+1)}\;\Omega_{\kappa,m\pm1}.
\]

The root contains \(j\) and \(m\) but not \(l\), and is therefore the same for \(\kappa\) and \(-\kappa\). Apply \(J_-\) to \(\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=c_{\kappa m}\Omega_{-\kappa,m}\) and move it through \(\boldsymbol\sigma\cdot\mathbf n\) on the left:

\[
\sqrt{(j+m)(j-m+1)}\;c_{\kappa,m-1}\,\Omega_{-\kappa,m-1}
=\sqrt{(j+m)(j-m+1)}\;c_{\kappa m}\,\Omega_{-\kappa,m-1}.
\]

For \(m>-j\) the root is not zero, so \(c_{\kappa,m-1}=c_{\kappa m}\). One number \(c_\kappa\) serves the whole multiplet:

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=c_\kappa\,\Omega_{-\kappa,m}.
\]

The unit square now restricts \(c_\kappa\). A second application of the operator returns \(\Omega_{\kappa m}\) multiplied by \(c_\kappa c_{-\kappa}\), hence

\[
c_\kappa c_{-\kappa}=1 .
\]

The operator is also Hermitian. With the scalar product \(\langle A|B\rangle=\int A^\dagger B\,d\Omega_{\mathbf n}\), where \(d\Omega_{\mathbf n}\) is the element of solid angle, and with normalized spinors,

\[
c_{-\kappa}=\langle\Omega_{\kappa m}|\boldsymbol\sigma\cdot\mathbf n|\Omega_{-\kappa,m}\rangle
=\langle\Omega_{-\kappa,m}|\boldsymbol\sigma\cdot\mathbf n|\Omega_{\kappa m}\rangle^*
=c_\kappa^* .
\]

Together the two relations give \(|c_\kappa|=1\). This already has a physical consequence. At each \(\mathbf n\) the matrix \(\boldsymbol\sigma\cdot\mathbf n\) is Hermitian with unit square, so it preserves the length of a two-component vector, and

\[
\Omega_{\kappa m}^\dagger\Omega_{\kappa m}
=\Omega_{-\kappa,m}^\dagger\Omega_{-\kappa,m}
\qquad\text{at every }\mathbf n .
\]

A \(p_{1/2}\) state has the same angular density as an \(s_{1/2}\) state with the same \(m\), namely the constant \(1/4\pi\). The two differ in how the spin direction varies over the sphere.

The three properties, even with Hermiticity added, cannot take us further. Together they leave a phase, not merely a sign. Suppose every multiplet is given a new phase, \(\Omega'_{\kappa m}=e^{i\alpha_\kappa}\Omega_{\kappa m}\), with real \(\alpha_\kappa\) independent of \(m\). Then

\[
\boldsymbol\sigma\cdot\mathbf n\,\Omega'_{\kappa m}
=e^{i\alpha_\kappa}c_\kappa\,\Omega_{-\kappa,m}
=e^{i(\alpha_\kappa-\alpha_{-\kappa})}c_\kappa\,\Omega'_{-\kappa,m}.
\]

The new functions have the same \(j\), \(m\), parity, normalization and ladder relations as the old ones, yet the coefficient has changed whenever the two partners receive different phase factors. No argument from those properties can determine it. It has to be read off from the functions themselves, with their phases as defined.

Symmetry has shown that \(\boldsymbol\sigma\cdot\mathbf n\) turns \(\Omega_{\kappa m}\) into \(\Omega_{-\kappa,m}\) times a number \(c_\kappa\) of unit magnitude that does not depend on \(m\). What remains is to find the phase of \(c_\kappa\) from the spinor harmonics themselves and to confirm the claim that \(c_\kappa=-1\).
